# The k·p Hamiltonian and the Inverse Effective-Mass Tensor, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one dimension to the mass tensor

### The result

An electron moves in a real, local, periodic potential $V(\mathbf r)$. Spin-orbit coupling is left out. Hartree atomic units are used, so $\hbar=1$ and the free-electron mass is $m_e=1$. A Bloch function is written $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, where $u_{n\mathbf k}$ has the period of the lattice. This cell-periodic function obeys

$$H(\mathbf k)u_{n\mathbf k}=E_n(\mathbf k)u_{n\mathbf k},\qquad H(\mathbf k)=\frac{p^2}{2}+V+\mathbf k\cdot\mathbf p+\frac{k^2}{2}. \tag{1}$$

If band $n$ has a nondegenerate extremum at $\mathbf k_0$, its inverse mass tensor is

$$\left(\frac1{m^*}\right)_{ab}=\delta_{ab}+2\sum_{m\ne n}\frac{\mathrm{Re}\,[\pi^a_{nm}\pi^b_{mn}]}{E_n-E_m}, \tag{2}$$

where $a,b$ label Cartesian directions, $\boldsymbol\pi=\mathbf p+\mathbf k_0$, and $\boldsymbol\pi_{nm}=\langle u_n|\boldsymbol\pi|u_m\rangle$. All functions and energies on the right belong to the single point $\mathbf k_0$. The curvature of a band therefore follows from the states at one wave vector, without solving the problem at its neighbours.

### One dimension: moving the phase factor out

Start with a potential $V(x)$ of period $a$. The momentum operator $p=-i\,d/dx$ acts on a Bloch function through the product rule:

$$p\,(e^{ikx}u)=-i\left(ik\,e^{ikx}u+e^{ikx}u'\right)=e^{ikx}(p+k)u.$$

The result again has the form $e^{ikx}$ times a periodic function, so the rule can be applied a second time:

$$p^2(e^{ikx}u)=e^{ikx}(p+k)^2u.$$

A local potential multiplies by a number at each point and passes through the phase factor unchanged. The Schrödinger equation becomes

$$e^{ikx}\left[\tfrac12(p+k)^2+V\right]u=E\,e^{ikx}u.$$

Cancel the phase factor, which is nowhere zero. Since $k$ is a number, it commutes with $p$, and $(p+k)^2=p^2+2kp+k^2$. Half of this gives the one-dimensional form of (1), with coefficient one in front of $kp$.

**Limit: no potential.** The periodic functions $e^{iGx}$, with $G$ a multiple of $2\pi/a$, are eigenfunctions of $p$ with eigenvalue $G$. Then $H(k)$ gives $E=(k+G)^2/2$, the free-electron parabola folded into one zone. Its second derivative is 1. In (2) the same value arises because $p$ has no matrix elements between different plane waves, so the sum is empty of nonzero terms. This holds at a nondegenerate point; the crossings of the folded parabolas need separate treatment.

### One dimension: two waves and a gap

The simplest case with a nonzero sum is a weak potential $V=2W\cos gx$, with $g=2\pi/a$ and $W$ real, near the zone boundary $k_0=g/2$. Keep two periodic functions,

$$\chi_+=\frac1{\sqrt a},\qquad \chi_-=\frac{e^{-igx}}{\sqrt a}.$$

On them $p+k_0$ has the values $+g/2$ and $-g/2$. Both have kinetic energy $g^2/8$. The next plane waves have $|p+k_0|=3g/2$ and lie higher by $9g^2/8-g^2/8=g^2$, so the truncation needs $|W|\ll g^2$.

The potential has no diagonal element, because the cosine averages to zero. Its off-diagonal element is

$$\langle\chi_-|V|\chi_+\rangle=\frac1a\int_0^a e^{igx}W(e^{igx}+e^{-igx})\,dx=W.$$

With $k=k_0+q$, the kinetic energies are $(\pm g/2+q)^2/2=g^2/8\pm gq/2+q^2/2$. Hence

$$H(k_0+q)=\frac{g^2}{8}+\frac{q^2}{2}+\begin{pmatrix}gq/2&W\\W&-gq/2\end{pmatrix}.$$

The remaining matrix has trace zero and determinant $-(g^2q^2/4+W^2)$. Its eigenvalues are the two square roots of $W^2+g^2q^2/4$, so that

$$E_\pm=\frac{g^2}{8}+\frac{q^2}{2}\pm\sqrt{W^2+\frac{g^2q^2}{4}}. \tag{3}$$

For small $q$ the root is $|W|+g^2q^2/(8|W|)$ plus terms of order $q^4$. Two derivatives with respect to $q$ give

$$\frac{1}{m_\pm^*}=1\pm\frac{g^2}{4|W|}=1\pm\frac{2(g/2)^2}{E_{\rm gap}},\qquad E_{\rm gap}=2|W|. \tag{4}$$

Now compare with (2). At $q=0$ the eigenvectors are $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$. Between them the diagonal matrix $\mathrm{diag}(g/2,-g/2)$ has the off-diagonal element $\tfrac12(g/2+g/2)=g/2$. In either state itself it has the mean value $\tfrac12(g/2-g/2)=0$. Thus the slope vanishes, and (2) reproduces (4): the upper state has a positive denominator $E_{\rm gap}$, the lower one has $-E_{\rm gap}$.

The physical content is already visible. A displacement in $k$ mixes the two standing waves. Their mutual repulsion bends the upper band upwards and the lower band downwards. The smaller the gap, the stronger the bending.

### Several dimensions: one fixed function space

In several dimensions the product rule holds for each Cartesian component:

$$\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}u)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u.$$

Applying it twice and summing the squares gives $H(\mathbf k)=(\mathbf p+\mathbf k)^2/2+V$. The components of $\mathbf k$ are numbers, so the two cross terms are equal and (1) follows.

The boundary condition on $u$ is periodicity, whatever the value of $\mathbf k$. All the operators $H(\mathbf k)$ thus act in the same space of cell-periodic functions, with the scalar product

$$\langle f|h\rangle=\int_{\rm cell}f^*h\,d^dr,$$

where $d$ is the number of dimensions. In this space $\mathbf p$ is Hermitian: when the derivative is moved from one function to the other by partial integration, the boundary contributions from opposite faces of the cell cancel.

The full Bloch functions do not share this convenience. Their boundary condition changes with $\mathbf k$, and functions at different $\mathbf k$ are orthogonal over the whole crystal. One cannot expand a Bloch function at $\mathbf k_0+\mathbf q$ in Bloch functions at $\mathbf k_0$. One can expand its periodic part in the periodic parts at $\mathbf k_0$.

Set $\mathbf k=\mathbf k_0+\mathbf q$. With $\boldsymbol\pi=\mathbf p+\mathbf k_0$,

$$H(\mathbf k_0+\mathbf q)=\tfrac12(\boldsymbol\pi+\mathbf q)^2+V=H(\mathbf k_0)+\mathbf q\cdot\boldsymbol\pi+\frac{q^2}{2}. \tag{5}$$

No power of $\mathbf q$ has been dropped. The last term is a number: it shifts all bands equally and mixes none. It is the origin of $\delta_{ab}$ in (2). The mixing comes from $\mathbf q\cdot\boldsymbol\pi$.

A cell is finite, so $H(\mathbf k_0)$ has a discrete spectrum and a complete orthonormal set $u_m$ with energies $E_m$. Expand the periodic function at $\mathbf k_0+\mathbf q$ as $\sum_m c_mu_m$ and take the scalar product of its eigenvalue equation with $u_l$:

$$\left(E_l+\frac{q^2}{2}\right)c_l+\sum_m\mathbf q\cdot\boldsymbol\pi_{lm}c_m=E\,c_l. \tag{6}$$

With the complete set this is the original problem in another basis. With a few bands it becomes an approximate band model.

Since $\mathbf k_0$ is a number, $\boldsymbol\pi_{lm}=\mathbf p_{lm}+\mathbf k_0\delta_{lm}$. For different bands, $\boldsymbol\pi$ and $\mathbf p$ have the same matrix elements between the periodic functions. The diagonal elements differ by $\mathbf k_0$, and this matters for the slope.

### Small displacements

Let $E_n$ be separated from all other levels at $\mathbf k_0$. A simple eigenvalue of this family is a smooth function of $\mathbf q$ near zero. In a finite basis this follows from the implicit function theorem, since a simple root of the characteristic polynomial has a nonzero derivative there. The expansion below treats $\mathbf q$ as small and counts its powers.

Remove the common shift by writing $\varepsilon=E-q^2/2$. Fix the scale of the eigenvector by $c_n=1$; the energy does not depend on this choice. Row $n$ of (6) is

$$\varepsilon=E_n+\mathbf q\cdot\boldsymbol\pi_{nn}+\sum_{m\ne n}\mathbf q\cdot\boldsymbol\pi_{nm}c_m. \tag{7}$$

For $m\ne n$, bring the diagonal energy to the other side:

$$(\varepsilon-E_m)c_m=\mathbf q\cdot\boldsymbol\pi_{mn}+\sum_{l\ne n}\mathbf q\cdot\boldsymbol\pi_{ml}c_l. \tag{8}$$

At $\mathbf q=0$ all $c_m$ with $m\ne n$ vanish, so they begin at first order. The last sum in (8) is then second order. On the left, replacing $\varepsilon$ by $E_n$ also changes the product at second order. To first order,

$$c_m=\frac{\mathbf q\cdot\boldsymbol\pi_{mn}}{E_n-E_m}. \tag{9}$$

Here nondegeneracy is needed: no denominator may vanish. The sum in (7) already contains one factor of $\mathbf q$, so the first-order coefficients are enough for the energy through second order:

$$E_n(\mathbf k_0+\mathbf q)=E_n+\mathbf q\cdot\boldsymbol\pi_{nn}+\frac{q^2}{2}+\sum_{m\ne n}\frac{|\mathbf q\cdot\boldsymbol\pi_{nm}|^2}{E_n-E_m}+O(q^3). \tag{10}$$

The absolute square appears because $\boldsymbol\pi$ is Hermitian and $\mathbf q$ is real, so $\mathbf q\cdot\boldsymbol\pi_{mn}$ is the complex conjugate of $\mathbf q\cdot\boldsymbol\pi_{nm}$.

### Reading off the tensor

The Taylor series of the same energy is

$$E_n(\mathbf k_0+\mathbf q)=E_n+\mathbf q\cdot\nabla E_n+\frac12\sum_{ab}M_{ab}q_aq_b+O(q^3),\qquad M_{ab}=\frac{\partial^2E_n}{\partial k_a\partial k_b}.$$

The linear terms give $\nabla E_n=\boldsymbol\pi_{nn}$. At an extremum this is zero. For the quadratic terms, write

$$|\mathbf q\cdot\boldsymbol\pi_{nm}|^2=\sum_{ab}q_aq_b\,\pi^a_{nm}\pi^b_{mn}.$$

The factor $q_aq_b$ is unchanged when $a$ and $b$ are exchanged, so the sum sees the average of the two orders. The product with exchanged indices, $\pi^b_{nm}\pi^a_{mn}$, is the complex conjugate of $\pi^a_{nm}\pi^b_{mn}$. Their average is the real part. Matching it to $\tfrac12M_{ab}$ gives the factor 2, while $q^2/2=\tfrac12\sum_{ab}\delta_{ab}q_aq_b$ gives the unit tensor. Thus $M_{ab}$ is the right-hand side of (2).

In ordinary units the operator linear in $\mathbf q$ is $(\hbar/m_e)\mathbf q\cdot\boldsymbol\pi$, with $\boldsymbol\pi=\mathbf p+\hbar\mathbf k_0$. Its square contributes $\hbar^2/m_e^2$, and the inverse mass is defined as $\hbar^{-2}$ times the Hessian. Therefore

$$\left(\frac1{m^*}\right)_{ab}=\frac{\delta_{ab}}{m_e}+\frac{2}{m_e^2}\sum_{m\ne n}\frac{\mathrm{Re}[\pi^a_{nm}\pi^b_{mn}]}{E_n-E_m}.$$

**Limit: a separable potential.** Let $V=V_1(x)+V_2(y)$. The periodic functions can be chosen as products, labelled by a pair $(i,j)$. The operator $\pi^x$ changes the first label and leaves the second alone; $\pi^y$ does the reverse. A mixed product $\pi^x_{nm}\pi^y_{mn}$ needs both labels of $m$ to agree with those of $n$, and that state is excluded from the sum. Hence $M_{xy}=0$, as it must be for an energy of the form $E_i(k_x)+E_j(k_y)$.

### Why the Hessian acts as an inverse mass

Add a uniform, constant force $\mathbf F$, with potential energy $-\mathbf F\cdot\mathbf r$. Put $\psi=e^{i\mathbf F\cdot\mathbf r\,t}\phi$ into the time-dependent Schrödinger equation. The time derivative of the phase produces $-\mathbf F\cdot\mathbf r\,\phi$, which cancels the same term on the other side, while $\mathbf p$ becomes $\mathbf p+\mathbf Ft$:

$$i\frac{\partial\phi}{\partial t}=\left[\tfrac12(\mathbf p+\mathbf Ft)^2+V\right]\phi.$$

This operator is periodic in space. For $\phi=e^{i\mathbf k_0\cdot\mathbf r}u$, the periodic part evolves under $H(\mathbf k_0+\mathbf Ft)$, so $\mathbf q=\mathbf Ft$.

If the force is weak and was switched on smoothly, $u$ follows the band. The slope formula, used at each point passed, gives the mean velocity $\nabla E_n=M\mathbf q$ near the extremum. The acceleration is then $M\mathbf F$ to first order in the force. The state lags slightly behind the band state. Write $u$, apart from its phase, as $u_n+\sum_{m\ne n}b_mu_m$ with the band states at the current wave vector. By (9), $\langle u_m|\partial_tu_n\rangle=\mathbf F\cdot\boldsymbol\pi_{mn}/(E_n-E_m)$, and the slowly varying solution of $i\dot b_m+i\langle u_m|\partial_tu_n\rangle=(E_m-E_n)b_m$ is $b_m=-i\,\mathbf F\cdot\boldsymbol\pi_{mn}/(E_n-E_m)^2$. This adds the velocity $2\,\mathrm{Re}\sum_m\boldsymbol\pi_{nm}b_m$, proportional to $F$ with a coefficient that depends on $\mathbf q$; since $\mathbf q$ changes at the rate $\mathbf F$, its rate of change is of order $F^2$. An acceleration equal to $M\mathbf F$ is what an inverse mass tensor means.

## Part 2. A light minimum, its neighbours and its limits

### Symbols and results carried over

In atomic units, $u_m$ and $E_m$ are the cell-periodic functions and energies at $\mathbf k_0$, and $\boldsymbol\pi=\mathbf p+\mathbf k_0$. A displacement $\mathbf q$ gives $H(\mathbf k_0+\mathbf q)=H(\mathbf k_0)+\mathbf q\cdot\boldsymbol\pi+q^2/2$. For a nondegenerate band the slope is $\nabla E_n=\boldsymbol\pi_{nn}$ and the Hessian is

$$M_{ab}=\delta_{ab}+2\sum_{m\ne n}\frac{\mathrm{Re}[\pi^a_{nm}\pi^b_{mn}]}{E_n-E_m}. \tag{11}$$

At an extremum $M$ is the inverse mass tensor. Two waves with a gap $E_{\rm gap}$ and momentum element $P$ give $1\pm2P^2/E_{\rm gap}$ along the direction of that element.

### Where stationary points must occur

Take the complex conjugate of $H(\mathbf k)u=Eu$. The potential is real and $\mathbf p^*=-\mathbf p$, so

$$H(-\mathbf k)u^*=E\,u^*.$$

The energies at $\mathbf k$ and $-\mathbf k$ are equal. They are also periodic in $\mathbf k$: for a reciprocal-lattice vector $\mathbf G$, the factor $e^{i\mathbf G\cdot\mathbf r}$ can be absorbed into the periodic function, so $\mathbf k$ and $\mathbf k+\mathbf G$ describe the same set of Bloch functions.

Suppose $2\mathbf k_0$ is a reciprocal-lattice vector. Then

$$E_n(\mathbf k_0+\mathbf q)=E_n(-\mathbf k_0-\mathbf q)=E_n(\mathbf k_0-\mathbf q),$$

where the last step adds $2\mathbf k_0$. A nondegenerate level is smooth and even in $\mathbf q$ there, so its slope and all odd powers vanish. This argument uses time reversal; it does not require the crystal to have an inversion centre. It gives a stationary point, which may be a minimum, a maximum or a saddle. The eigenvalues of $M$ decide.

The inverse mass tensor has now been derived from the states at a single wave vector, and time reversal has shown where nondegenerate bands must be stationary. What remains is to apply the formula to a numerical example in two dimensions and to examine its limits.
